\section*{Quantum Oscillation Masses and the Bias of Wide Field Windows}

\section{A precise mass that is wrong}

Take resistance oscillations of a metal whose carriers have mass $0.6\,m_e$, recorded between 6 and 30 T at eight temperatures. Fourier transform them in $1/B$, read off the peak height at each temperature, and fit the heights to the standard thermal damping factor evaluated at the middle of the $1/B$ range. For the synthetic data described below, the fitted mass is $0.519\,m_e$ on average, and it scatters by $0.0003\,m_e$ between repetitions with fresh noise. The error is more than two hundred times the scatter, so neither repetition nor a small error bar reveals it.

The fit treats the peak height as an amplitude at one field, whereas it is an average over a range of fields in which the amplitude varies strongly. A better scheme needs to know what is averaged, how the average distorts the temperature dependence, and how much of the distortion passes into the mass.

\section{The signal}

Consider a layered conductor, treated as two-dimensional, at fixed chemical potential. Its Landau levels are spaced by $\hbar\omega_c=\hbar eB/(m\,m_e)$, where $m$ is the mass in units of $m_e$. I keep the first harmonic and assume that the resistance oscillation is proportional to that of the density of states. With $x=1/B$, the data are
\begin{equation}
 y(x,T)=y_{\rm bg}(x,T)+A(x,T)\cos\!\left[2\pi\left(Fx-\tfrac12\right)\right].
\end{equation}
Here $y_{\rm bg}$ is a smooth background and $F$ is the frequency in tesla.

An energy shift $\varepsilon$ changes the phase by $2\pi\varepsilon/\hbar\omega_c$. Averaging over an even distribution of shifts multiplies the cosine by the Fourier transform of that distribution. The thermal distribution is $-\partial f/\partial\varepsilon=1/[4k_BT\cosh^2(\varepsilon/2k_BT)]$. With $t=\varepsilon/k_BT$ and $a=2\pi k_BT/\hbar\omega_c$, the thermal factor is
\begin{equation}
 I=\int_{-\infty}^{\infty}\frac{e^{iat}}{4\cosh^2(t/2)}\,dt .
\end{equation}
Shifting the path by $2\pi i$ leaves $\cosh^2(t/2)$ unchanged and multiplies the integrand by $e^{-2\pi a}$. The rectangle between the two paths encloses the double pole at $t=i\pi$. For $t=i\pi+z$,
\[
 \frac{e^{iat}}{4\cosh^2(t/2)}=-\frac{e^{-\pi a}(1+iaz+\cdots)}{z^2(1+z^2/12+\cdots)},
\]
so the residue is $-ia\,e^{-\pi a}$. Therefore
\begin{equation}
 I=\frac{2\pi i(-ia\,e^{-\pi a})}{1-e^{-2\pi a}}
 =\frac{\pi a}{\sinh\pi a}.
\end{equation}
Writing $X=\pi a$ gives
\begin{equation}
 R(X)=\frac{X}{\sinh X},\qquad X=\alpha mTx,\qquad
 \alpha=\frac{2\pi^2k_Bm_e}{\hbar e}=14.693\ {\rm T/K}.
\end{equation}

Disorder is modelled by a Lorentzian level broadening of half width $\Gamma=\pi k_BT_D$, which defines the Dingle temperature $T_D$. Closing the contour around the pole at $i\Gamma$ gives the transform $e^{-2\pi\Gamma/\hbar\omega_c}$, that is,
\begin{equation}
 D(x)=e^{-\alpha mT_Dx}.
\end{equation}
The amplitude is then $A=C\,D(x)R(\alpha mTx)$. The constant $C$ absorbs numerical and spin factors and is taken to be independent of field and temperature.

\section{What the transform measures}

The oscillation is periodic in $x$, so data taken at equal steps of $B$ are first interpolated to equal steps of $x$. The background must go next. In the example, subtracting just the mean leaves the largest spectral peak at 7.5 T, far from the true 600 T. I subtract a least-squares polynomial of degree six in $x$. Such a polynomial has at most five interior extrema and cannot follow an oscillation with a dozen or more periods in the window. With few periods the separation fails, and the polynomial removes signal.

A window that ends abruptly spreads the remaining background over the spectrum. The Hann window goes smoothly to zero. With $u=x-x_c$ measured from the centre,
\begin{equation}
 w(u)=\frac1L\left[1+\cos\frac{2\pi u}{L}\right],\qquad |u|\le\frac L2,
\end{equation}
which has unit area. Denote the average with this weight by $\langle\cdots\rangle_w$. The spectral amplitude is
\begin{equation}
 a(f)=2\left|\left\langle y\,e^{-2\pi ifx}\right\rangle_w\right|.
\end{equation}
Split the cosine into two exponentials. Near $f=F$ one of them varies slowly, while the other, the image at $-F$, oscillates at about $2F$ and averages nearly to zero when the window holds many periods. Without the image,
\begin{equation}
 a(F+\delta)=\left|\left\langle A\,e^{-2\pi i\delta x}\right\rangle_w\right|
 \le\langle A\rangle_w=a(F).
\end{equation}
The inequality holds because $wA\ge0$. Damping therefore does not move the peak: within this model the frequency survives a wide window, and the height is the average $\langle A\rangle_w$.

Wide windows are attractive because they give sharp peaks. For constant $A$ and $\delta=1/L$, the relative height is
\[
 \int_{-L/2}^{L/2}w(u)\cos\frac{2\pi u}{L}\,du
 =\frac1L\int_{-L/2}^{L/2}\cos^2\frac{2\pi u}{L}\,du=\frac12 ,
\]
so the full width at half height is $2/L$. Narrowing the window to protect the mass costs frequency resolution.

\section{How averaging distorts the amplitudes}

The variance of the window follows from two integrations by parts. With $k=2\pi/L$,
\begin{align}
 \int_{-L/2}^{L/2}u^2\cos ku\,du
 &=\left[\frac{u^2\sin ku}{k}+\frac{2u\cos ku}{k^2}-\frac{2\sin ku}{k^3}\right]_{-L/2}^{L/2}
 =-\frac{2L}{k^2},\\
 \sigma^2=\langle u^2\rangle_w&=\frac{L^2}{12}-\frac{2}{k^2}
 =L^2\left(\frac1{12}-\frac1{2\pi^2}\right)=0.03267\,L^2 .
\end{align}
Odd powers of $u$ average to zero, so for $g(x)=D(x)R(\alpha mTx)$,
\begin{equation}
 \langle g\rangle_w=g(x_c)+\tfrac12\sigma^2g''(x_c)+O(L^4).
\end{equation}
From now on $X=\alpha mTx_c$ is taken at the centre. Define also $X_D=\alpha mT_Dx_c$ and $s=\sigma/x_c$. Each derivative of $D$ brings a factor $-X_D/x_c$, and each derivative of $R$ brings $X/(Tx_c)\cdot T=X/x_c$. Hence
\begin{equation}
 \frac{\langle g\rangle_w}{D(x_c)}=R+s^2\left[\tfrac12X_D^2R-X_DXR'+\tfrac12X^2R''\right]+O(s^4),
 \label{distortion}
\end{equation}
where primes on $R$ mean derivatives with respect to $X$. The expansion needs $sX$ and $sX_D$ to be small as well as $s$: the amplitude must not change much across the window.

The first term in the bracket is proportional to $R$ and merely rescales all amplitudes. The other two change the temperature dependence.

\section{How much enters the mass}

The usual fit adjusts a prefactor and an apparent mass $m_{\rm app}$ in ${\rm const}\times R(\alpha m_{\rm app}Tx_c)$ by unweighted least squares. Let the prefactor be $CD(x_c)(1+\epsilon)$ and let $m_{\rm app}=m(1+\mu)$. To first order in the small quantities $\epsilon$ and $\mu$, the model divided by $CD(x_c)$ is
\begin{equation}
 (1+\epsilon)R\bigl((1+\mu)X\bigr)\simeq R+\epsilon R+\mu XR'.
\end{equation}
The fit thus approximates the bracket in (\ref{distortion}), times $s^2$, by a combination of $R$ and $XR'$. The Dingle term already has the form $XR'$ and contributes $-s^2X_D$ to $\mu$, whatever the temperatures. The last term must be projected. For the measured temperatures $T_i$, with $X_i=\alpha mT_ix_c$, set
\[
 p_i=R(X_i),\qquad q_i=X_iR'(X_i),\qquad r_i=\tfrac12X_i^2R''(X_i),
\]
and write $(pq)=\sum_ip_iq_i$, and so on. Minimizing $\sum_i(r_i-bp_i-\beta q_i)^2$ over $b$ and $\beta$ gives
\begin{equation}
 (pr)=b(pp)+\beta(pq),\qquad (qr)=b(pq)+\beta(qq).
\end{equation}
Multiply the second equation by $(pp)$, the first by $(pq)$, and subtract:
\begin{equation}
 \beta=\frac{(pp)(qr)-(pq)(pr)}{(pp)(qq)-(pq)^2}.
\end{equation}
The mass bias is therefore
\begin{equation}
 \boxed{\;\frac{m_{\rm app}}{m}-1=s^2(\beta-X_D)+O(s^4)\;}
 \label{bias}
\end{equation}
The terms dropped in linearizing the fit are quadratic in $\epsilon$ and $\mu$, hence also of order $s^4$.

\subsection{Why the sign can change}

For weak thermal damping, $R=1-X^2/6+O(X^4)$. Then $XR'=-X^2/3$ and $\tfrac12X^2R''=-X^2/6$ to leading order, so $\beta\to\tfrac12$. If disorder is also weak, the apparent mass is too large. The reason is visible in the average of $R$ itself: it contains $\langle x^2\rangle_w=x_c^2(1+s^2)$, which exceeds $x_c^2$.

For strong thermal damping, $R\simeq2Xe^{-X}$, which gives
\[
 \frac{XR'}{R}\simeq1-X,\qquad \frac{X^2R''}{2R}\simeq\frac{X^2}{2}-X.
\]
With two neighbouring temperatures the two-parameter fit passes through both points, and $\beta$ is the ratio of the changes of these expressions:
\begin{equation}
 \beta\simeq\frac{X-1}{-1}=1-X .
\end{equation}
Now the bias is negative even without disorder. The weight $wDR$ leans towards small $x$, where the oscillation is large. To lowest order its mean position is
\begin{equation}
 x_{\rm eff}=x_c+\sigma^2\frac{d\ln g}{dx}\bigg|_{x_c}
 =x_c\left[1+s^2\left(\frac{XR'}{R}-X_D\right)\right].
\end{equation}
Since $XR'/R=1-X\coth X$ falls with $X$, heating moves the weight towards high field. There thermal damping is weaker, so the measured height falls more slowly with temperature than the amplitude at $x_c$ does. The fit reads the slow fall as a light mass.

If the amplitude carries an additional factor $B^q$, then $D$ is multiplied by $x^{-q}$, and its logarithmic slope $x_cD'/D$ changes from $-X_D$ to $-X_D-q$. The slope enters through the cross term $XR'$, while $D''$ multiplies $R$ alone. Thus $X_D$ in (\ref{bias}) is replaced by $X_D+q$.

\subsection{The choice of reference field}

The fit determines the product $m_{\rm app}x_{\rm ref}$, because $R$ depends on no other combination. If $x_{\rm ref}$ is the inverse of the arithmetic mean $\bar B$ of the end fields, then
\begin{equation}
 \bar B=\frac12\left[\frac1{x_c-L/2}+\frac1{x_c+L/2}\right]
 =\frac{x_c}{x_c^2-L^2/4},
\end{equation}
and the mass obtained with the midpoint $x_c$ is multiplied by
\begin{equation}
 x_c\bar B=\frac1{1-(L/2x_c)^2}.
\end{equation}
This factor exceeds one. It can outweigh a negative averaging bias and turn a mass that is too light into one that is too heavy.

\section{Synthetic data}

The model has $F=600$ T, $m=0.6$, $T_D=2$ K and $C=10\ \Omega$. Its background in ohms is
\[
 y_{\rm bg}=100+0.2\,(T/{\rm K})^2+60\,\frac{b^2}{1+b^2},\qquad b=\frac{B}{10\ {\rm T}}.
\]
Temperatures run from 0.5 to 4 K in steps of 0.5 K. Fields are sampled every 0.002 T with white noise of $0.05\ \Omega$ rms, and the data are interpolated by cubic splines to 4096 equal steps of $x$ in each window. Forty noise realizations are analysed.

The frequency is found once per realization, from the coldest trace in the widest window: a zero-padded transform locates the peak and a continuous maximization refines it. The result is 600.00 T with a scatter of 0.005 T. All amplitudes are then evaluated at this frequency, since maximizing anew at each temperature would favour upward noise. Without noise, the amplitudes differ from $\langle A\rangle_w$ by at most 0.013\,\% of their value, which measures the combined effect of background removal, interpolation and the neglected image.

All four windows below are centred at $x_c=0.1\ {\rm T}^{-1}$. There $X$ runs from 0.441 to 3.526, $X_D=1.763$, and the regression gives $\beta=-0.726$. For the widest window, 6 to 30 T, $L=0.1333\ {\rm T}^{-1}$ and
\[
 s^2=0.03267\left(\frac{0.1333}{0.1}\right)^2=0.0581,\qquad
 s^2(\beta-X_D)=0.0581\,(-0.726-1.763)=-0.145 .
\]
The table compares this law with a noise-free calculation, in which $\langle A\rangle_w$ is found by Gauss--Legendre quadrature and then fitted in the same way. The last column gives the mean apparent mass and the scatter of a single realization.

\begin{center}
\begin{tabular}{ccccc}
$L$ (T$^{-1}$) & periods & law (\%) & quadrature (\%) & $m_{\rm app}$\\
0.0200 & 12 & $-0.325$ & $-0.325$ & $0.5978\pm0.0009$\\
0.0400 & 24 & $-1.30$ & $-1.29$ & $0.5921\pm0.0007$\\
0.0800 & 48 & $-5.2$ & $-5.1$ & $0.5694\pm0.0004$\\
0.1333 & 80 & $-14.5$ & $-13.6$ & $0.5187\pm0.0003$
\end{tabular}
\end{center}

Widening the window reduces the scatter and increases the bias. The second-order law overstates the largest bias by about 0.9 percentage points. Its remainder falls by a factor of 16.0 when $L$ is halved from 0.02 to $0.01\ {\rm T}^{-1}$, as a fourth-order term should.

The amplitudes of the first realization show the distortion directly. Between 0.5 and 4 K they fall from 1.666 to $0.360\ \Omega$ in the narrowest window, a ratio of 0.216, but from 1.823 to $0.561\ \Omega$ in the widest, a ratio of 0.308. In the widest window, the inverse of the mean $1/B$, weighted with $wDR$, rises from 11.2 T at 0.5 K to 12.8 T at 4 K. Both values lie above the midpoint field of 10 T.

This realization gives $0.5174\,m_e$ in the widest window, about four scatters below the mean of the forty. The deviation is a rare draw of the noise: the 3 K amplitude lies about four times its rms noise above the noise-free value and the 1 K amplitude about twice its rms noise below, and both flatten the temperature dependence. The averaging bias is still some sixty times larger. With the arithmetic mean field of 18 T as reference, the same amplitudes give $1.80\times0.5174=0.931\,m_e$. One data set thus yields masses on either side of the true value, depending on the reference field.

The opposite sign of the averaging bias appears when all temperatures are divided by 20 and $T_D$ is set to zero. Then $\beta=0.493$, and for $L=0.04\ {\rm T}^{-1}$ the quadrature gives a bias of $+0.26\,\%$.

\section{Two ways to remove the bias}

The first is to choose the width from a tolerance $\eta$ on the relative bias. Setting the magnitude of (\ref{bias}) equal to $\eta$ gives
\begin{equation}
 L=x_c\sqrt{\frac{\eta}{0.03267\,|\beta-X_D|}} .
\end{equation}
For $\eta=0.01$ in the example,
\[
 L=0.1\sqrt{\frac{0.01}{0.03267\times2.489}}=0.0351\ {\rm T}^{-1},
\]
or 8.5 to 12.1 T, with 21 periods. Quadrature gives a bias of $-1.00\,\%$ at this width. Estimates of $m$ and $T_D$ suffice to evaluate the formula, because errors in them of order $s^2$ change the predicted bias at order $s^4$. An estimate from a very wide window is cruder: $m=0.519$ with $T_D=2$ K gives $L=0.0382\ {\rm T}^{-1}$ and an actual bias of $-1.18\,\%$, so the formula should be evaluated again with the mass from the narrower window. If $\beta-X_D$ is close to zero, the second-order bias cancels and the formula gives no useful limit; the fourth-order term then decides. The price is a peak width $2/L$ of 57 T, against 15 T for the full range at constant amplitude (16 to 18 T with the damping of the example), so neighbouring frequencies may merge.

The second is to fit what the transform measures. The model amplitude becomes
\begin{equation}
 a_j(T)=C\left\langle e^{-\alpha mT_Dx}R(\alpha mTx)\right\rangle_{w_j},
\end{equation}
where $w_j$ is the Hann window of sub-range $j$. One window is a poor basis for this fit: by (\ref{distortion}), $T_D$ affects the temperature dependence at order $s^2$ through $XR'$, the same function that a change of mass produces. Windows at different centres separate the two, because the decay of the amplitude from one centre to the next fixes $T_D$ once the thermal factor is known.

I divide the interval from $1/30$ to $1/6\ {\rm T}^{-1}$ into four equal parts of 20 periods each and fit all 32 amplitudes together, with $C$, $m$ and $T_D$ free. The mean mass is $0.6001\,m_e$ with a scatter of $0.0002\,m_e$, and the mean Dingle temperature is 2.000 K with a scatter of 0.002 K. The whole field range now contributes to the mass without the averaging bias. The sharp peak of the full window still serves to find the frequency, but each sub-window has a peak width of 60 T, so close frequencies would have to be modelled together.

This recovery relies on the fitted model being the one that generated the data. A measured resistance oscillation usually scales with the background resistance rather than with a constant $C$: if the amplitudes of the example are multiplied by $y_{\rm bg}(B,T)$, the noise-free joint fit returns $0.589\,m_e$ and $T_D=2.34$ K, so such data should be normalized by the background first. In a real metal, a wrong power of $B$ or a temperature dependence in the prefactor, a Dingle temperature that varies with field or temperature, magnetic breakdown, or an oscillating chemical potential would enter the fitted parameters. Repeating the joint fit with an end sub-window left out is a partial check: if the model holds, $m$ and $T_D$ should agree within their scatter, but agreement does not confirm the model. A Dingle temperature linear in field, $T_D=T_0+\kappa B$, multiplies $e^{-\alpha mT_0x}$ by the constant $e^{-\alpha m\kappa}$, which $C$ absorbs, so every such fit returns $m$ and $T_0$ unchanged. Both ends should be tried. For noise-free amplitudes with $T_D=2\ {\rm K}+0.1\,T$, where $T$ is the temperature, the joint fit gives $0.695\,m_e$; leaving out the lowest-field sub-window gives $0.695\,m_e$ again, a shift of only $0.0005\,m_e$, while leaving out the highest-field one gives $0.682\,m_e$ and shows the mismatch clearly. The residuals of the joint fit, $0.02\ \Omega$ rms against an amplitude noise of a few milliohm or less, show it as well and should always be inspected.
